**Electron density of a nonparabolic band to first order in α**

For the band $E(1+\alpha E)=\hbar^2k^2/2m$ with $\alpha\ge0$, the program tests $n=N_c[F_{1/2}(\eta)+\frac{15}{4}\alpha kT\,F_{3/2}(\eta)]+R$ with $0\le R\le\frac{105}{32}N_c(\alpha kT)^2F_{5/2}(\eta)$. Here $n$ is the electron density, $m$ the band-edge mass, $\eta=\mu/kT$ the reduced chemical potential measured from the band edge, $N_c=2(mkT/2\pi\hbar^2)^{3/2}$, and $F_j$ the gamma-normalised Fermi integral. The reference density is integrated directly over $k$, and the program asserts that it agrees with an explicit sum over the states of a periodic box. It also asserts the first-order coefficient from finite differences in $\alpha$, the second-order coefficient, the remainder bound for three values of $\alpha$ and four of $\mu$, and the dilute and degenerate limits. Further assertions cover the Fermi integrals, the density of states and the inequality behind the bound. The output gives 3.75000 for the first-order coefficient and 3.2806 for the second-order one, against $105/32=3.2812$. For a mass of 0.05 electron masses, $\alpha=1\ \mathrm{eV^{-1}}$ and 300 K, the first-order density falls short of the full model density by 0.2% at $\mu=-0.1$ eV and by 2.3% at $\mu=0.3$ eV. At a density of $10^{18}\ \mathrm{cm^{-3}}$ the chemical potential is 63.97 meV for the parabolic band, 56.57 meV to first order and 56.38 meV for the full band.

## Verification by program

```python
"""
Result under test: for the band E(1 + alpha E) = hbar^2 k^2 / 2m, alpha >= 0,
    n = Nc [F_1/2(eta) + (15/4) alpha kT F_3/2(eta)] + R,
    0 <= R <= (105/32) Nc (alpha kT)^2 F_5/2(eta).
n: electron density (one valley, two spins); eta = mu/kT, with mu measured
from the band edge; Nc = 2 (m kT / 2 pi hbar^2)^(3/2);
F_j(eta) = 1/Gamma(j+1) * integral_0^inf x^j / (1 + exp(x - eta)) dx.
Internal units: eV and nm. The full density is integrated over k directly.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import expit, gamma

NODES, WEIGHTS = np.polynomial.legendre.leggauss(1200)
MASS_RATIO = 0.05
ALPHA = 1.0            # 1/eV
TEMPERATURE = 300.0    # K
PER_CM3 = 1e21         # nm^-3 to cm^-3

# hbar^2/2m in eV nm^2
KIN = const.hbar**2 / (2 * MASS_RATIO * const.m_e) / const.e * 1e18
KT = const.k * TEMPERATURE / const.e


def integrate(function, upper):
    points = 0.5 * upper * (NODES + 1)
    return 0.5 * upper * np.sum(WEIGHTS * function(points))


def fermi_integral(j, eta):
    """Gamma-normalised Fermi integral, with x = t^2."""
    upper = np.sqrt(max(eta, 0.0) + 45.0)
    value = integrate(lambda t: 2 * t**(2*j + 1) * expit(eta - t*t), upper)
    return value / gamma(j + 1)


def band_energy(k_squared, alpha):
    kinetic = KIN * k_squared
    return 2 * kinetic / (1 + np.sqrt(1 + 4 * alpha * kinetic))


def density_full(mu, alpha, kt=KT):
    """Density from the integral over k, without a density of states."""
    e_max = max(mu, 0.0) + 45 * kt
    k_max = np.sqrt(e_max * (1 + alpha * e_max) / KIN)
    return integrate(
        lambda k: k*k * expit((mu - band_energy(k*k, alpha)) / kt),
        k_max) / np.pi**2


def effective_density(kt=KT):
    return 2 * (kt / (4 * np.pi * KIN))**1.5


def density_first(mu, alpha, kt=KT):
    eta = mu / kt
    return effective_density(kt) * (
        fermi_integral(0.5, eta)
        + 15 / 4 * alpha * kt * fermi_integral(1.5, eta))


def remainder_bound(mu, alpha):
    return (105 / 32 * effective_density() * (alpha * KT)**2
            * fermi_integral(2.5, mu / KT))


# Fermi integrals against their alternating exponential series
for order in (0.5, 1.5, 2.5):
    series = sum((-1)**(p + 1) * np.exp(-p) / p**(order + 1)
                 for p in range(1, 60))
    assert abs(fermi_integral(order, -1.0) / series - 1) < 1e-10

# Explicit states of a periodic cube: occupation sum and state count
BOX = 100.0
k_axis = 2 * np.pi / BOX * np.arange(-30, 31)
k2_grid = (k_axis[:, None, None]**2 + k_axis[None, :, None]**2
           + k_axis[None, None, :]**2)
energies = band_energy(k2_grid, ALPHA)
n_box = 2 * np.sum(expit((0.1 - energies) / KT)) / BOX**3
assert abs(n_box / density_full(0.1, ALPHA) - 1) < 1e-5


def density_of_states(energy, alpha):
    return (KIN**-1.5 / (2 * np.pi**2)
            * np.sqrt(energy * (1 + alpha * energy)) * (1 + 2*alpha*energy))


E_COUNT = 0.5
counted = 2 * np.count_nonzero(energies < E_COUNT) / BOX**3
integrated = integrate(lambda e: density_of_states(e, ALPHA), E_COUNT)
# a finite box has a surface error below one per cent at this radius
assert abs(counted / integrated - 1) < 0.01

# Second derivative and global bounds of the nonparabolic factor
y = sp.symbols("y", positive=True)
factor = sp.sqrt(1 + y) * (1 + 2*y)
claimed_second = (7 + 6*y) / (4 * (1 + y)**sp.Rational(3, 2))
for point in (sp.Rational(1, 7), sp.Integer(2), sp.Integer(30)):
    gap = (sp.diff(factor, y, 2) - claimed_second).subs(y, point)
    assert abs(float(sp.N(gap, 30))) < 1e-14
y_grid = np.logspace(-2, 3, 400)
excess = np.sqrt(1 + y_grid) * (1 + 2*y_grid) - 1 - 2.5*y_grid
assert np.all(excess > 0) and np.all(excess < 7 / 8 * y_grid**2)

# First-order coefficient by one-sided finite differences in alpha
step = 0.01
slopes = []
for mu in (-0.1, 0.0, 0.1):
    slope = (-3 * density_full(mu, 0.0) + 4 * density_full(mu, step)
             - density_full(mu, 2 * step)) / (2 * step)
    slopes.append(slope / (effective_density() * KT
                           * fermi_integral(1.5, mu / KT)))
    assert abs(slopes[-1] - 15 / 4) < 1e-4

# Second-order coefficient from the remainder at small alpha
second = ((density_full(0.0, step) - density_first(0.0, step))
          / (effective_density() * (step * KT)**2
             * fermi_integral(2.5, 0.0)))
# the next order in alpha shifts this by a few parts in ten thousand
assert abs(second - 105 / 32) < 3e-3

# Remainder bound, including strong nonparabolicity
for alpha in (0.3, 1.0, 5.0):
    for mu in (-0.1, 0.0, 0.1, 0.3):
        rest = density_full(mu, alpha) - density_first(mu, alpha)
        assert 0 < rest < remainder_bound(mu, alpha)

# Dilute limit against the full density
dilute = density_full(-0.3, 0.1) / (effective_density() * np.exp(-0.3 / KT))
# neglected: second order in alpha kT and the quantum tail
assert abs(dilute - (1 + 15 / 4 * 0.1 * KT)) < 1e-4

# Degenerate limit against the volume of the Fermi sphere
cold_kt = const.k * 3.0 / const.e
mu_cold, alpha_cold = 0.05, 0.1
sphere = (mu_cold * (1 + alpha_cold * mu_cold) / KIN)**1.5 / (3 * np.pi**2)
sphere_first = ((mu_cold / KIN)**1.5 * (1 + 1.5 * alpha_cold * mu_cold)
                / (3 * np.pi**2))
cold = density_first(mu_cold, alpha_cold, cold_kt)
# neglected: thermal terms of order (kT/mu)^2 and second order in alpha
assert abs(cold / sphere - 1) < 2e-4
assert abs(cold / sphere_first - 1) < 2e-4

# Worked example
print(f"mass m = {MASS_RATIO} electron masses")
print(f"alpha = {ALPHA} 1/eV, T = {TEMPERATURE} K")
print(f"kT = {KT:.6f} eV, alpha kT = {ALPHA * KT:.6f}")
print(f"Nc = {effective_density() * PER_CM3:.5e} cm^-3")
print("first-order coefficient from finite differences, expected 15/4:")
print("  mu = -0.1, 0, 0.1 eV: " + ", ".join(f"{s:.5f}" for s in slopes))
print(f"second-order coefficient: {second:.4f} (105/32 = {105/32:.4f})")
print(f"box sum, L = {BOX:.0f} nm, mu = 0.1 eV: {n_box*PER_CM3:.5e} cm^-3")
for mu in (-0.1, 0.0, 0.1, 0.3):
    eta = mu / KT
    f_half, f_three, f_five = (fermi_integral(j, eta)
                               for j in (0.5, 1.5, 2.5))
    parabolic = density_full(mu, 0.0)
    first = density_first(mu, ALPHA)
    full = density_full(mu, ALPHA)
    print(f"mu = {mu:.1f} eV, eta = {eta:.4f}")
    print(f"  F_1/2 = {f_half:.6g}, F_3/2 = {f_three:.6g}, "
          f"F_5/2 = {f_five:.6g}")
    print(f"  (15/4) alpha kT F_3/2 = {15/4*ALPHA*KT*f_three:.6g}")
    print(f"  n parabolic   = {parabolic * PER_CM3:.5e} cm^-3")
    print(f"  n first order = {first * PER_CM3:.5e} cm^-3")
    print(f"  n full band   = {full * PER_CM3:.5e} cm^-3")
    print(f"  first-order correction / parabolic = "
          f"{100 * (first / parabolic - 1):.3f} %")
    print(f"  remainder / full = {100 * (1 - first / full):.3f} %, "
          f"bound / full = {100 * remainder_bound(mu, ALPHA) / full:.3f} %")

target = 1e18 / PER_CM3
mu_parabolic = brentq(lambda m: density_full(m, 0.0) - target, -0.2, 0.4)
mu_first = brentq(lambda m: density_first(m, ALPHA) - target, -0.2, 0.4)
mu_full = brentq(lambda m: density_full(m, ALPHA) - target, -0.2, 0.4)
assert mu_full < mu_first < mu_parabolic
print(f"chemical potential at n = {target * PER_CM3:.1e} cm^-3:")
print(f"  parabolic   {1000 * mu_parabolic:.2f} meV")
print(f"  first order {1000 * mu_first:.2f} meV")
print(f"  full band   {1000 * mu_full:.2f} meV")
print("OK")
```

Output:

```
mass m = 0.05 electron masses
alpha = 1.0 1/eV, T = 300.0 K
kT = 0.025852 eV, alpha kT = 0.025852
Nc = 2.80561e+17 cm^-3
first-order coefficient from finite differences, expected 15/4:
  mu = -0.1, 0, 0.1 eV: 3.75000, 3.75000, 3.75000
second-order coefficient: 3.2806 (105/32 = 3.2812)
box sum, L = 100 nm, mu = 0.1 eV: 2.09650e+18 cm^-3
mu = -0.1 eV, eta = -3.8682
  F_1/2 = 0.0207439, F_3/2 = 0.0208199, F_5/2 = 0.0208581
  (15/4) alpha kT F_3/2 = 0.00201839
  n parabolic   = 5.81992e+15 cm^-3
  n first order = 6.38620e+15 cm^-3
  n full band   = 6.39879e+15 cm^-3
  first-order correction / parabolic = 9.730 %
  remainder / full = 0.197 %, bound / full = 0.201 %
mu = 0.0 eV, eta = 0.0000
  F_1/2 = 0.765147, F_3/2 = 0.8672, F_5/2 = 0.927554
  (15/4) alpha kT F_3/2 = 0.0840707
  n parabolic   = 2.14670e+17 cm^-3
  n first order = 2.38257e+17 cm^-3
  n full band   = 2.38817e+17 cm^-3
  first-order correction / parabolic = 10.988 %
  remainder / full = 0.234 %, bound / full = 0.239 %
mu = 0.1 eV, eta = 3.8682
  F_1/2 = 6.2261, F_3/2 = 12.421, F_5/2 = 19.7764
  (15/4) alpha kT F_3/2 = 1.20415
  n parabolic   = 1.74680e+18 cm^-3
  n first order = 2.08464e+18 cm^-3
  n full band   = 2.09650e+18 cm^-3
  first-order correction / parabolic = 19.340 %
  remainder / full = 0.566 %, bound / full = 0.580 %
mu = 0.3 eV, eta = 11.6045
  F_1/2 = 30.0118, F_3/2 = 144.345, F_5/2 = 506.9
  (15/4) alpha kT F_3/2 = 13.9935
  n parabolic   = 8.42014e+18 cm^-3
  n first order = 1.23462e+19 cm^-3
  n full band   = 1.26430e+19 cm^-3
  first-order correction / parabolic = 46.627 %
  remainder / full = 2.348 %, bound / full = 2.467 %
chemical potential at n = 1.0e+18 cm^-3:
  parabolic   63.97 meV
  first order 56.57 meV
  full band   56.38 meV
OK
```
